# Choosing an ECP core: orbital energies, spatial coupling and frozen-core error

**Question: why is the ECP core not simply the set of lowest orbitals?**

I have been choosing effective core potentials for QMC by a rule that seemed obvious: sort the atomic shells by orbital energy, look for a large gap, and call everything below it core. For gallium the gap lies between 3p and 3d, so the core would be [Ar]. For a lanthanide the 4f shell is among the highest, so the core would be [Xe] with 4f outside it. Yet there are lanthanide potentials that put 4f into the core while keeping the more strongly bound 5s and 5p as valence, and gallium potentials that either bury 3d or open the whole $n=3$ shell. A colleague says that spatial overlap decides and that I should compare radial maxima. Is the energy rule wrong? If so, which quantity controls the error, and are radial maxima enough?

**Answer**

The energy rule does not name the quantity that controls the error, although it picks the better core in some of the cases below. The overlap rule names the right ingredient but needs amending: in a spherical mean-field atom, to second order in the change of occupation and before screening between shells, the error of putting a shell into the core is a sum of squared spatial couplings divided by excitation gaps within the same $l$. Radial maxima are a first guide to that coupling. Ga supplies a case where they mislead, and La a second one whose size depends on how the LDA describes the single 4f electron.

### Model and definition of the error

An ECP removes the freedom of the core shells to respond. The part of its error that is fixed by the partition is the frozen-core error,
$$\mathcal E=E_{\rm frozen}-E_{\rm relaxed},$$
where both energies belong to the same all-electron model and the same new occupations. In $E_{\rm frozen}$ the core orbitals are those of a reference configuration and the free orbitals stay orthogonal to them. All errors below are absolute energies relative to $E_{\rm relaxed}$.

I use hartree atomic units and a spherical, spin-unpolarized Kohn–Sham atom in the LDA (Slater exchange, VWN5 correlation) with a point nucleus. Shell $i$ has occupation $n_i$ and radial function $P_i$ with $\int P_i^2\,dr=1$, and the radial density is $\rho=\sum_i n_iP_i^2$. Relativity enters through scalar ZORA, with the kinetic form
$$T(P,Q)=\tfrac12\int K\Big[\Big(P'-\frac Pr\Big)\Big(Q'-\frac Qr\Big)+\frac{l(l+1)}{r^2}PQ\Big]dr,$$
where $K=1/(1-V_{\rm mod}/2c^2)$. The potential $V_{\rm mod}$ is held fixed (the nonrelativistic potential of La$^{3+}$ or Ga$^+$), so the energy is variational; $K=1$ is the Schrödinger case. The numbers come from a B-spline solver. For nonrelativistic Ga$^+$ it gives $-1921.6291$ Ha against $-1921.6272$ Ha from a Gaussian basis, and its ZORA 1s level at $Z=57$ is $-1782.339$ Ha against the closed form $-1782.343$ Ha.

### The two orderings disagree

La has no 4f electron in its ground state, so the reference is the ion La$^{2+}$ in the configuration [Xe]4f$^1$. In the real ion this configuration is excited above [Xe]5d$^1$; the model reverses the order and puts 4f$^1$ 0.55 eV lower. Here $r_{\max}$ is the principal maximum of $P^2$.

| shell | $\varepsilon$ / Ha | $r_{\max}$ / bohr | $\langle r\rangle$ / bohr |
|---|---|---|---|
| La 4d | −4.031 | 0.674 | 0.774 |
| La 5s | −1.778 | 1.423 | 1.581 |
| La 5p | −1.188 | 1.613 | 1.839 |
| La 5d (empty) | −0.490 | 2.251 | 2.712 |
| La 4f | −0.447 | 0.770 | 1.313 |
| Ga 3s | −5.727 | 0.565 | 0.653 |
| Ga 3p | −3.933 | 0.567 | 0.680 |
| Ga 3d | −1.021 | 0.531 | 0.808 |
| Ga 4s | −0.612 | 1.842 | 2.204 |

The La 4f level is the highest occupied one and lies even above the empty 5d, yet its maximum is next to that of 4d and inside those of 5s and 5p. In Ga$^+$ ([Ar]3d$^{10}$4s$^2$) the 3d level is $1.021-0.612=0.41$ Ha from 4s and $3.933-1.021=2.91$ Ha from 3p, whereas its maximum is $0.567-0.531=0.04$ bohr from 3p and $1.842-0.531=1.31$ bohr from 4s.

A compact orbital can be weakly bound because $\varepsilon=\langle T\rangle+\langle V\rangle$ is a small difference of large terms. Both parts of $T(P,P)$ are non-negative, so $\langle T\rangle$ is at least the centrifugal part $l(l+1)\langle K/2r^2\rangle$, which is 9.33 Ha for 4f and 11.13 Ha for Ga 3d. Hence $\langle V\rangle\le-0.45-9.33=-9.78$ Ha for 4f and $\langle V\rangle\le-1.02-11.13=-12.15$ Ha for 3d. That the barrier raises the level follows from the Hellmann–Feynman theorem: with $\lambda=l(l+1)$ continuous at fixed potential, $\partial\varepsilon/\partial\lambda=\langle K/2r^2\rangle$, which is $9.33/12=0.78$ Ha per unit of $\lambda$ for 4f.

### What controls the error

Let $H$ be the Kohn–Sham operator of the reference, with eigenpairs $P_j,\varepsilon_j$ in each $l$. Change the occupation of shell $v$ by $\delta n$ and let the orbitals rotate, $\tilde P_i=\sum_jU_{ji}P_j$ with $U=e^{\kappa}$ and $\kappa$ antisymmetric. Spherical symmetry permits mixing only within one $l$. Expand the Hartree and exchange-correlation energy about the reference density,
$$E_{\rm Hxc}[\rho+\delta\rho]=E_{\rm Hxc}[\rho]+\int v_{\rm Hxc}\,\delta\rho+\tfrac12\langle\delta\rho|f|\delta\rho\rangle+\dots,$$
with the kernel $f=\delta v_{\rm Hxc}/\delta\rho$. The linear term combines with the kinetic and nuclear energy into the change of $\sum_in_i\langle\tilde P_i|H|\tilde P_i\rangle=\sum_{ij}n_i\varepsilon_jU_{ji}^2$, because $H$ is diagonal. To second order $U_{ji}^2=\kappa_{ji}^2$ for $j\ne i$, and normalization gives $U_{ii}^2=1-\sum_{j}\kappa_{ji}^2$. A pair $(i,a)$ with angle $\kappa_{ia}$ therefore contributes
$$n_i\kappa_{ia}^2(\varepsilon_a-\varepsilon_i)+n_a\kappa_{ia}^2(\varepsilon_i-\varepsilon_a)=(n_i-n_a)(\varepsilon_a-\varepsilon_i)\kappa_{ia}^2 .$$
The occupation change adds $\delta n\sum_j\varepsilon_jU_{jv}^2=\delta n\,\varepsilon_v+O(\delta n\,\kappa^2)$. To first order $\tilde P_i=P_i+\kappa_{ia}P_a$ and $\tilde P_a=P_a-\kappa_{ia}P_i$, so
$$\delta\rho=\delta n\,P_v^2+\sum_{ia}\kappa_{ia}d_{ia},\qquad d_{ia}=2(n_i-n_a)P_iP_a .$$
Pairs with $n_i=n_a$ drop out at this order, and each remaining pair is counted once with $n_i>n_a$. Inserting $\delta\rho$ into the quadratic term and collecting powers of $\kappa$ gives
$$E=E_0+g^T\kappa+\tfrac12\kappa^TA\kappa,\qquad g_{ia}=\delta n\,\langle d_{ia}|f|P_v^2\rangle,$$
$$A_{ia,jb}=2(n_i-n_a)(\varepsilon_a-\varepsilon_i)\,\delta_{ia,jb}+\langle d_{ia}|f|d_{jb}\rangle,$$
where $E_0=E_{\rm ref}+\delta n\,\varepsilon_v+\tfrac12\delta n^2\langle P_v^2|f|P_v^2\rangle$ is common to both calculations. If the reference is a minimum at fixed occupations with positive definite $A$, the new minimum is at $\kappa=-A^{-1}g$, and $E=E_0-g^TA^{-1}g+\tfrac12g^TA^{-1}g=E_0-\tfrac12g^TA^{-1}g$. Since $\kappa$ is of order $\delta n$, the neglected terms are of third order. Freezing sets to zero every $\kappa$ that involves a core shell. With $R$ the set of pairs left, the same minimization in the smaller space gives
$$\mathcal E=\tfrac12g^TA^{-1}g-\tfrac12g_R^TA_{RR}^{-1}g_R+O(\delta n^3),$$
which is non-negative because a restricted minimum cannot lie lower.

For La$^{2+}$ with $v=$ 4f, constrained self-consistent runs at $\delta n=\pm0.03$, averaged so that the cubic term cancels, give $\mathcal E/\delta n^2=54.56$ mHa for the 54-electron core [Xe] against 54.57 mHa from the formula, and 5.196 mHa by both routes for the 46-electron core [Kr]4d$^{10}$.

Orbital energies occur in $\mathcal E$ only as differences $\varepsilon_a-\varepsilon_i$ within one $l$. Add to $H$ a constant $C_l$ acting on all states of angular momentum $l$. The functions $P_j$, the kernel and all these differences are unchanged, and both energies shift by the same $\sum_in_iC_{l_i}$. One can thus move 4f below 5p, or Ga 3d above 4s, without altering $\mathcal E$, so in this model the ranking of shells of different $l$ cannot be the criterion.

A physical version of a common shift is a Watson sphere. Charge $-2$ on a sphere of radius 10 bohr gives an electron the energy $2/\max(r,10)$, constant inside. The computed 4f and 5p levels both rise by $2/10=0.2000$ Ha, about 45% of $|\varepsilon_{4f}|$, while $\mathcal E$ for the [Xe] core at $\delta n=+0.03$ stays at 0.04822 mHa. A common shift leaves the ranking of the shells unchanged, so this tests only that $\mathcal E$ does not depend on the absolute position of the levels, not the $C_l$ argument; the invariance is not automatic, since the empty states reach beyond the sphere where the potential is not constant. The value lies 1.8% below the second-order one, $54.57\times0.03^2=0.04911$ mHa; because the symmetric average matches the formula, the difference is odd in $\delta n$.

### The coupling is spatial

To isolate one core shell $c$, keep only the diagonal energy term of $A$ and the Hartree part of $g$, and set $\delta n=1$. Let $W$ be the electrostatic potential of $P_v^2$ and $W_{ca}=\int P_cWP_a\,dr$. For empty shells $a$, $g=2n_cW_{ca}$ and $A=2n_c(\varepsilon_a-\varepsilon_c)$, so each pair lowers the energy by $g^2/2A$ and
$$\mathcal E^0_c=n_c\sum_{a\,\rm empty}\frac{W_{ca}^2}{\varepsilon_a-\varepsilon_c}\le\frac{n_c\,{\rm Var}_c(W)}{\Delta_c}.$$
Here $\Delta_c$ is the smallest gap, and closure gives $\sum_{a\neq c}W_{ca}^2=\langle W^2\rangle_c-\langle W\rangle_c^2={\rm Var}_c(W)$ over all states of that $l$, of which the empty ones are a subset. If $c$ is the only occupied shell of its $l$, they are all of them. This uncoupled estimate omits screening and exchange-correlation, so it serves for analysis and not for prediction.

Only the variation of $W$ across shell $c$ counts. With the enclosed charge $q_v(r)=\int_0^rP_v^2\,ds$,
$$W=\frac{q_v}{r}+\int_r^\infty\frac{P_v^2}{s}ds,\qquad W'=\frac{P_v^2}{r}-\frac{q_v}{r^2}-\frac{P_v^2}{r}=-\frac{q_v}{r^2}.$$
Write $W(r)=W(0)+\int_0^\infty W'(s)\,\theta(r-s)\,ds$ and $F_c(s)=\int_0^sP_c^2$. In the distribution $P_c^2$ the step function has mean $1-F_c(s)$, and the product of two steps at $s<t$ has mean $1-F_c(t)$. Their covariance is $[1-F_c(t)]-[1-F_c(s)][1-F_c(t)]=F_c(s)[1-F_c(t)]$. The regions $s<t$ and $s>t$ contribute equally, so
$${\rm Var}_c(W)=2\int_0^\infty dt\,\frac{q_v(t)}{t^2}[1-F_c(t)]\int_0^tds\,\frac{q_v(s)}{s^2}F_c(s).$$
A covariance is at most the product of the standard deviations, here $\sqrt{F_c(1-F_c)}$ at $s$ and at $t$, and the double integral then factorizes:
$$\sqrt{{\rm Var}_c(W)}\le\Omega_{cv}=\int_0^\infty\frac{q_v}{r^2}\sqrt{F_c(1-F_c)}\,dr .$$
The factor $F_c(1-F_c)$ is nonzero only over the span of shell $c$, tail included. If all charge of $v$ lies outside that span, $W$ is constant there and $\mathcal E_c^0=0$ however small $|\varepsilon_c|$ is. The limit is not symmetric: if $v$ lies wholly inside $c$, then $q_v=1$ and $c$ feels the full field $1/r^2$. The 5s5p shells approach this limit when 4f changes, but only in part: the 4f maximum lies inside theirs, while its tail ($\langle r\rangle=1.313$ bohr) reaches into their span.

The same field fixes a sum rule. By closure, $\sum_a(\varepsilon_a-\varepsilon_c)W_{ca}^2=\langle WP_c|H-\varepsilon_c|WP_c\rangle$. With $D=P_c'-P_c/r$, one has $(WP_c)'-WP_c/r=WD+W'P_c$, whose square is $D\,(W^2D+2WW'P_c)+W'^2P_c^2$. The bracket equals $(W^2P_c)'-W^2P_c/r$, so $T(WP_c,WP_c)=T(P_c,W^2P_c)+\tfrac12\int KW'^2P_c^2\,dr$. The eigenvalue equation projected on $W^2P_c$ cancels the first term against the potential and $\varepsilon_c$ terms, leaving
$$\sum_a(\varepsilon_a-\varepsilon_c)W_{ca}^2=\tfrac12\int KP_c^2\,\frac{q_v^2}{r^4}\,dr .$$

The energy rule has a grain of truth in the denominator. Since $\Delta_c=|\varepsilon_c|-|\varepsilon_a|$ with $a$ the lowest empty bound level of the same $l$, a deep shell has $\Delta_c$ close to $|\varepsilon_c|$. For Ga 3p, with the empty 4p at $-0.342$ Ha, $\Delta=3.933-0.342=3.59$ Ha. Depth makes a shell stiff, but it does not say how hard the shell is pushed.

Exchange between core and valence, which a semilocal ECP must imitate, contains no energies at all. From $1/r_{12}=\sum_k(r_<^k/r_>^{k+1})\mathcal P_k(\cos\gamma)$, with $\mathcal P_k$ a Legendre polynomial, the exchange integral of two orbitals is $\sum_k$ of an angular factor times
$$G^k=\iint P_aP_b(r)\,\frac{r_<^k}{r_>^{k+1}}\,P_aP_b(s)\,dr\,ds .$$
Averaging over $m_a$ and $m_b$ replaces $Y_{lm}^*(1)Y_{lm}(2)$ by $\mathcal P_l(\cos\gamma)/4\pi$ (addition theorem). The angular integral becomes $(4\pi)^{-2}\,4\pi\cdot2\pi\int_{-1}^1\mathcal P_{l_a}\mathcal P_k\mathcal P_{l_b}\,dx=\tfrac12\int_{-1}^1\mathcal P_{l_a}\mathcal P_k\mathcal P_{l_b}\,dx$, the square of the $3j$ symbol with zero projections. For an unpolarized shell half of the pairs have parallel spin, so the mean exchange per pair is
$$\bar K_{ab}=\tfrac12\sum_k\begin{pmatrix}l_a&k&l_b\\0&0&0\end{pmatrix}^2G^k,$$
which vanishes when $P_aP_b$ does. On the Kohn–Sham orbitals it is 29.6 mHa for (4f,4d) against 9.6 for (4f,5p), 19.6 for (5p,5d) against 6.1 for (4f,5d), and in Ga 66.0 for (3d,3p) against 5.5 for (3d,4s). The angular factors differ between pairs, so these ratios are not purely radial, but in each case the larger value belongs to the pair with the closer radial maxima and the larger energy separation.

### Lanthanum

Add one electron to La$^{3+}$ [Xe] and freeze nested cores, with 28 electrons meaning [Ar]3d$^{10}$. These are full self-consistent values at $\delta n=1$, in mHa.

| added | 54e | 46e | 28e |
|---|---|---|---|
| 4f | 69.6 | 9.08 | 0.070 |
| 5d | 8.70 | 0.037 | 0.0004 |
| 6s | 2.29 | 0.014 | 0.0000 |

The added 4f, 5d and 6s electrons are bound within about 0.07 Ha of one another ($E({\rm La}^{2+})-E({\rm La}^{3+})=-0.722$, $-0.702$, $-0.651$ Ha), yet the [Xe] core errs by $69.6\times27.21/1000=1.89$ eV for 4f, 0.24 eV for 5d and 0.06 eV for 6s, in the order of their radii. The binding energies and the empty levels of La$^{3+}$ ($-1.018$, $-0.863$, $-0.747$ Ha) fall in the same order, so the ordering alone does not separate the two rules; the point is the factor 30 between the errors at nearly equal binding. The 46-electron core is one and the same set of shells with the same energies in the first two rows. It costs 0.25 eV when 4f is added and 0.001 eV when 5d is, a factor $9.08/0.0374\approx240$. So 4s4p4d are good core shells in this atom when the 5d or 6s occupation changes. Once the 4f occupation varies, 4d, near $-4$ Ha, is a poor one: frozen on top of the 28-electron core it alone costs 7.5 mHa (0.2 eV). Releasing 4d and keeping 4s4p frozen leaves 0.82 mHa (0.022 eV), and the 28-electron core leaves 0.002 eV. Releasing 5s5p lowers the 5d error by a factor $8.70/0.0374\approx230$.

Now compare the two rankings at fixed 4f$^1$, from the La$^{2+}$ reference. The energy-ranked core is [Xe] with 4f free. The radius-ranked core is [Kr]4d$^{10}$4f$^1$ (47 electrons) with 5s5p free. For an added 5d electron the errors are 4.13 mHa (0.11 eV) and 2.40 mHa (0.065 eV); for 6s, 1.26 mHa (0.034 eV) and 0.91 mHa (0.025 eV). The radius-ranked core wins, but only by factors $4.13/2.40=1.7$ and $1.26/0.91=1.4$, although it freezes one electron where the other freezes eight.

The uncoupled estimate for $v=$ 5d shows why the margin is thin. Define $\Delta_{\rm eff}$ by $\mathcal E_c^0=n_c\sum_aW_{ca}^2/\Delta_{\rm eff}$. For 4f, $\sqrt{\rm Var}=41.6$ mHa (bound $\Omega=64.6$ mHa) and $\Delta_{\rm eff}=0.431$ Ha, so $\mathcal E^0=0.04162^2/0.431=4.02$ mHa. For 5p, $\sqrt{\rm Var}=38.0$ mHa, $\Delta_{\rm eff}=1.048$ Ha and $\mathcal E^0=8.02$ mHa, which is $8.02/6=1.34$ mHa per electron. The coupling of 4f to 5d is thus no weaker than that of 5p, despite $r_{\max}=0.77$ against 1.61 bohr. The variance measures the span of the shell, and this 4f is strongly skewed: its $\langle r\rangle/r_{\max}$ is $1.313/0.770=1.7$ against 1.14 for 5p. Per electron 4f is the worse core shell by a factor 3, mostly through its smaller gap, and 5p loses through its six electrons. This comparison holds for one 4f electron in the LDA, and it is sensitive to the self-interaction of that electron. If the Hartree and exchange-correlation self-energy of the spherical 4f density is subtracted, the level drops to $-0.80$ Ha, $\langle r\rangle$ shrinks to 1.20 bohr, and the errors become 5.19 against 0.70 mHa for 5d and 1.57 against 0.25 mHa for 6s, margins of 7.4 and 6.3. The thin margin is therefore a property of the model, not an established one of the ion. The factor $n_c$ also grows as the 4f shell fills, and in the plain LDA model (with $V_{\rm mod}$ taken from the same ion) the ranking ties or reverses. For Eu$^{2+}$ (4f$^7$) the [Xe] core and the [Kr]4d$^{10}$4f$^n$ core cost 3.25 and 3.19 mHa for an added 5d and 0.98 and 1.21 mHa for 6s; for Yb$^{2+}$ (4f$^{14}$) they cost 2.41 and 3.41 mHa for 5d and 0.86 and 1.54 mHa for 6s.

### Gallium

Remove one 4s electron from Ga$^+$. The errors are 4.19 mHa (0.11 eV) for the 28-electron core, 0.042 mHa (0.001 eV) for [Ar] and 0.0007 mHa for [Ne]. Remove a 3d electron instead, and [Ar] costs 7.29 mHa (0.20 eV), about $7.29/0.0421\approx170$ times more, while [Ne] costs 0.007 mHa. The cut at the large energy gap therefore holds only while the 3d occupation stays put. Once it changes, the charge moves within the span of 3s3p, and most of the cost falls on 3p although it lies 2.9 Ha lower: [Ne]3p$^6$ frozen costs 6.54 mHa (0.18 eV), [Ne]3s$^2$ frozen 0.57 mHa (0.016 eV).

Radial maxima alone would treat 3s, 3p and 3d alike. For 4s removal they are not alike: freezing only 3d costs 3.89 mHa (0.11 eV), freezing only 3s3p costs 0.042 mHa. The uncoupled values are 6.94 mHa for 3d and 0.356 mHa for 3p, a ratio of 19.5 with three factors. The electron count gives $10/6=1.67$. The gaps give $5.646/1.422=3.97$. The couplings $\sum_aW_{ca}^2=\mathcal E^0\Delta_{\rm eff}/n_c$ are $9.87\times10^{-4}$ and $3.35\times10^{-4}$ Ha$^2$, a factor 2.95. The 3d has the smaller $r_{\max}$ but the larger $\langle r\rangle$ (0.808 against 0.680 bohr), so its span reaches farther toward 4s. The self-consistent ratio, $3.89/0.0372\approx104$ with only 3p frozen, is larger than 19.5 because the relaxing 3d shell screens the field at 3s3p. The standard deviation over 3p of the change in the Hartree plus exchange-correlation potential falls from 17.2 mHa with the 28-electron core frozen to 6.5 mHa with only [Ar] frozen, and the errors follow: freezing [Ar] costs 0.042 mHa while 3d is free, but $4.193-3.885=0.308$ mHa when 3d is already frozen. For this process, then, [Ar] is an adequate core and the 28-electron core is the one with a 0.1 eV error.

### Where the analysis stops

A shell may be frozen when the shells whose occupations change put little charge inside or across its span, measured against its same-$l$ gap and multiplied by its electron count. The verdict depends on the process. A shell whose own occupation changes cannot be core, so a 4f-in-core potential describes one fixed f count.

The formula for $\mathcal E$ is of second order in $\delta n$ and requires positive definite $A$; the tables at $\delta n=\pm1$ are self-consistent values, not values of that formula. The model is spherical and mean-field. In a molecule or solid, nonspherical fields mix different $l$, and shells mix with orbitals on neighbouring atoms, so gaps between different $l$ and different atoms enter the denominators and the $C_l$ argument no longer applies; each such term still has a spatial matrix element in its numerator. Core–valence correlation beyond the LDA, multiplet structure, spin-orbit coupling and the removal of nodes from the valence orbitals add errors that $\mathcal E$ does not contain.

The numerical check below asserts the Hellmann–Feynman slope, the second-order formula, the Watson-sphere invariance, the sum rule, the covariance identity with its bounds, and the main orderings of levels, radii, exchange and errors.

## Numbers as computed

```
c = 137.035999 a.u., 1 Ha = 27.211386 eV, box 40 bohr, 75 splines
ZORA 1s, Z=57: splines -1782.3385 Ha, closed form -1782.3434 Ha
Ga+ nonrel E: splines -1921.6291 Ha, Gaussian -1921.6272 Ha
Ga+ nonrel 3d,4s: -1.0424 -0.6011 | -1.0425 -0.6011 Ha
La2+ 4f1 4d: eps -4.0314 Ha, rmax 0.674, <r> 0.774 bohr, centrif 15.90 Ha
La2+ 4f1 4f: eps -0.4468 Ha, rmax 0.770, <r> 1.313 bohr, centrif 9.33 Ha
La2+ 4f1 5s: eps -1.7775 Ha, rmax 1.423, <r> 1.581 bohr, centrif 0.00 Ha
La2+ 4f1 5p: eps -1.1883 Ha, rmax 1.613, <r> 1.839 bohr, centrif 1.80 Ha
La2+ 4f1 5d: eps -0.4903 Ha, rmax 2.251, <r> 2.712 bohr, centrif 1.53 Ha
La2+ 4f1 6s: eps -0.4673 Ha, rmax 3.468, <r> 3.792 bohr, centrif 0.00 Ha
Ga+ 3s: eps -5.7266 Ha, rmax 0.565, <r> 0.653 bohr, centrif 0.00 Ha
Ga+ 3p: eps -3.9332 Ha, rmax 0.567, <r> 0.680 bohr, centrif 9.06 Ha
Ga+ 3d: eps -1.0205 Ha, rmax 0.531, <r> 0.808 bohr, centrif 11.13 Ha
Ga+ 4s: eps -0.6119 Ha, rmax 1.842, <r> 2.204 bohr, centrif 0.00 Ha
Ga+ 4p: eps -0.3417 Ha, rmax 2.298, <r> 2.814 bohr, centrif 0.58 Ha
La Kbar/mHa: (4f 4d) 29.61, (4f 5p) 9.57, (4f 5d) 6.09, (5p 5d) 19.64
Ga Kbar/mHa: (3d 3p) 65.96, (3d 4s) 5.49
Janak slope dE/dn(4f), dn = 0.03: -0.4468 Ha
La2+ Err/dn^2, 4f, 54e: SCF 54.562 mHa, formula 54.570 mHa
La2+ Err/dn^2, 4f, 46e: SCF 5.196 mHa, formula 5.196 mHa
Watson q=-2, R=10 bohr: shift 4f 0.2000, 5p 0.2000 Ha
Err(54e, dn=+0.03): free ion 0.04822 mHa, in sphere 0.04822 mHa
c=4f v=5d: sqrtVar 41.62 Omega 64.55 Err0 4.021 mHa; gap min 0.303 eff 0.431, rule 1.155e-03 Ha^3
c=5p v=5d: sqrtVar 37.96 Omega 61.38 Err0 8.024 mHa; gap min 0.853 eff 1.048, rule 1.518e-03 Ha^3
c=3d v=4s: sqrtVar 31.42 Omega 52.52 Err0 6.943 mHa; gap min 0.930 eff 1.422, rule 2.377e-03 Ha^3
c=3p v=4s: sqrtVar 18.82 Omega 32.53 Err0 0.356 mHa; gap min 3.592 eff 5.646, rule 2.461e-03 Ha^3
Err La3+ +1 4f, frozen 54e: 69.6138 mHa = 1.8943 eV
Err La3+ +1 4f, frozen 46e: 9.0787 mHa = 0.2470 eV
Err La3+ +1 4f, frozen 28e: 0.0700 mHa = 0.0019 eV
Err La3+ +1 5d, frozen 54e: 8.6979 mHa = 0.2367 eV
Err La3+ +1 5d, frozen 46e: 0.0374 mHa = 0.0010 eV
Err La3+ +1 5d, frozen 28e: 0.0004 mHa = 0.0000 eV
Err La3+ +1 6s, frozen 54e: 2.2862 mHa = 0.0622 eV
Err La3+ +1 6s, frozen 46e: 0.0140 mHa = 0.0004 eV
Err La3+ +1 6s, frozen 28e: 0.0000 mHa = 0.0000 eV
Err La2+ 4f1 +1 5d, frozen 54e: 4.1329 mHa = 0.1125 eV
Err La2+ 4f1 +1 5d, frozen 47e: 2.3992 mHa = 0.0653 eV
Err La2+ 4f1 +1 6s, frozen 54e: 1.2638 mHa = 0.0344 eV
Err La2+ 4f1 +1 6s, frozen 47e: 0.9067 mHa = 0.0247 eV
Err Ga+ -1 4s, frozen 28e: 4.1931 mHa = 0.1141 eV
Err Ga+ -1 4s, frozen 18e: 0.0421 mHa = 0.0011 eV
Err Ga+ -1 4s, frozen 10e: 0.0007 mHa = 0.0000 eV
Err Ga+ -1 4s, frozen 3d: 3.8854 mHa = 0.1057 eV
Err Ga+ -1 4s, frozen 3s3p: 0.0415 mHa = 0.0011 eV
Err Ga+ -1 3d, frozen 18e: 7.2949 mHa = 0.1985 eV
Err Ga+ -1 3d, frozen 10e: 0.0069 mHa = 0.0002 eV
```
